# The Desorption Barrier Needed to Keep an Adsorbate Through a Purge

## Problem

In atomic layer deposition a reactant gas is dosed onto a wafer, and an inert gas then sweeps the chamber clean. The dose is useful if the adsorbed layer survives this purge. Consider a layer held at 473 K through a purge of 10 s. Each adsorbed molecule desorbs independently, with the rate constant

\[
k=\nu\,e^{-E/k_BT},\qquad \nu=10^{13}\ \mathrm{s^{-1}} .
\]

1. What barrier \(E\) keeps the loss below one percent of the initial coverage?
2. How does the loss change for barriers between 1.0 and 1.6 eV?
3. How far does the answer move if the prefactor is that of a real molecule, here NH3, or if the other assumptions are relaxed?

Here \(\theta\) is the coverage divided by its value at the start of the purge, and \(x=1-\theta\) is the fraction lost. In parts 1 and 2 all sites have the same barrier, no molecule returns from the gas, and the adsorbate neither reacts nor decomposes. The barrier is an activation energy per molecule. It equals the adsorption energy if adsorption itself has no barrier and thermal terms are ignored; part 3 gives their size for NH3.

## Solution

### 1. The required barrier

Picture the molecule as making \(\nu t\) escape attempts in a time \(t\), each succeeding with probability \(p=e^{-E/k_BT}\). It survives them all with probability

\[
(1-p)^{\nu t}=e^{\nu t\ln(1-p)}\approx e^{-\nu t\,p}=e^{-kt},
\]

because \(\ln(1-p)\approx-p\) for small \(p\). The rate equation says the same. From \(d\theta/dt=-k\theta\) and \(\theta(0)=1\), separation of variables gives \(\ln\theta=-kt\), so the fraction lost is

\[
x(t)=1-e^{-kt}.
\]

Let \(f\) be the largest loss allowed. The condition \(1-e^{-kt}<f\) means \(e^{-kt}>1-f\). Taking logarithms and changing sign gives

\[
k<k_{\max}=\frac{-\ln(1-f)}{t}.
\]

Insert \(k=\nu e^{-E/k_BT}\), divide by \(\nu\), and take logarithms again: \(-E/k_BT<\ln(k_{\max}/\nu)\). Multiplication by \(-k_BT\) reverses the inequality:

\[
E>E_{\min}=k_BT\ln\frac{\nu}{k_{\max}}
=k_BT\ln\frac{\nu t}{-\ln(1-f)} .
\]

For \(f=0.01\) and \(t=10\) s, \(k_{\max}=1.005\times10^{-3}\ \mathrm{s^{-1}}\). With \(k_BT=0.04076\) eV,

\[
E_{\min}=0.04076\ \mathrm{eV}\times
\ln\frac{10^{13}}{1.005\times10^{-3}}
=0.04076\ \mathrm{eV}\times36.836=1.501\ \mathrm{eV}.
\]

The required barrier is therefore about 1.5 eV. At this barrier \(p=k_{\max}/\nu\approx10^{-16}\), which justifies the expansion of \(\ln(1-p)\): the next term in the exponent, \(\nu t\,p^2/2\), is smaller than \(\nu t\,p\) by a factor \(p/2\).

### 2. A few cases

The formula for \(x(t)\) gives, with temperature, prefactor and purge time held fixed:

| Barrier (eV) | Rate constant (1/s) | Loss in 10 s (%) |
|---:|---:|---:|
| 1.0 | 221 | 100 |
| 1.2 | 1.64 | 100 |
| 1.3 | 0.141 | 75.5 |
| 1.4 | 0.0121 | 11.4 |
| 1.5 | 0.00104 | 1.04 |
| 1.6 | 0.0000896 | 0.09 |

The entries of 100 are rounded. A barrier of 1.5 eV narrowly misses the one-percent limit, since the threshold lies about 1 meV higher. That difference has no practical weight, but it shows that "near 1.5 eV" is the right wording.

Two limits explain the table. For \(kt\ll1\), \(x\approx kt\), and the loss falls by a factor of ten whenever \(E\) rises by \(k_BT\ln10=0.094\) eV. For \(kt\gg1\), the surviving fraction \(e^{-kt}\) is tiny and the layer is gone. Between 99 percent and 1 percent loss, \(kt\) falls from \(-\ln0.01=4.605\) to \(-\ln0.99=0.01005\), a ratio of 458. The corresponding change in barrier is \(k_BT\ln458=0.25\) eV. A quarter of an electronvolt thus separates an almost empty surface from an almost untouched layer.

The same logarithm gives the other sensitivities. Ten times the prefactor or ten times the purge time raises \(E_{\min}\) by 0.094 eV. So does a loss limit ten times stricter, to good accuracy, because \(-\ln(1-f)\approx f\). At fixed \(\nu\), \(t\) and \(f\), \(E_{\min}\) is proportional to \(T\). A wafer 10 K hotter needs 1.533 eV, and a layer with the original threshold barrier would lose 2.1 percent on it.

### 3. The prefactor of NH3

The value \(10^{13}\ \mathrm{s^{-1}}\) was given. Detailed balance shows what it implies. Let the surface be in equilibrium with NH3 gas of number density \(n\) and chemical potential \(\mu\), and let \(s\) be the fraction of sites occupied. Energies are counted from the ground level of the gas molecule, and \(E\) is now the depth of the adsorbate's ground level below it. Internal vibrations are assumed to be alike in both states, so they cancel. For the gas,

\[
n=e^{\mu/k_BT}\frac{q_{\rm rot}}{\Lambda^3},\qquad
\Lambda=\frac{h}{\sqrt{2\pi mk_BT}},
\]

where \(q_{\rm rot}\) is the rotational partition function. A site is either empty, with weight 1, or occupied, with weight \(e^{\mu/k_BT}q_{\rm ads}e^{E/k_BT}\). Hence

\[
\frac{s}{1-s}=e^{\mu/k_BT}q_{\rm ads}e^{E/k_BT}.
\]

Here \(q_{\rm ads}\) counts the thermally accessible motions of the adsorbate. Molecules strike unit area at the rate \(n\bar v\), where \(\bar v\) is the average of the velocity component towards the surface, with receding molecules counted as zero:

\[
\bar v=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
\]

Suppose that every molecule striking an empty site of area \(a\) sticks. In equilibrium desorption balances adsorption, \(ks=n\bar v a(1-s)\), so

\[
k=n\bar v a\,\frac{1-s}{s}
=\frac{a\bar v}{\Lambda^3}\,\frac{q_{\rm rot}}{q_{\rm ads}}\,e^{-E/k_BT}.
\]

The factor \(e^{\mu/k_BT}\) has cancelled. Since \(\bar v/\Lambda=\sqrt{k_BT/2\pi m}\,\sqrt{2\pi mk_BT}/h=k_BT/h\),

\[
\nu=\frac{k_BT}{h}\,\frac{a}{\Lambda^2}\,\frac{q_{\rm rot}}{q_{\rm ads}} .
\]

For rotation, the classical phase-space integral is adequate at this temperature. The orientations contribute \(8\pi^2\), and each of the three angular momenta contributes \(\sqrt{2\pi I_ik_BT}\). The result is divided by \(h^3\) and by 3, the number of equivalent orientations of the pyramid:

\[
q_{\rm rot}=\frac{8\pi^2(2\pi k_BT)^{3/2}\sqrt{I_1I_2I_3}}{3h^3}.
\]

For a pyramid with hydrogen-ring radius \(r\) and height \(z\), the moments are \(I_3=3m_{\rm H}r^2\) about the axis and \(I_1=I_2=\tfrac32m_{\rm H}r^2+(3m_{\rm H}m_{\rm N}/m)z^2\) across it. A rough bond length \(b=0.101\) nm and bond angle \(\alpha=107^\circ\) fix \(r=2b\sin(\alpha/2)/\sqrt3\) and \(z=\sqrt{b^2-r^2}\). They give \(q_{\rm rot}=137.7\); measured rotational constants give a value 3 to 4 percent larger, which moves the barriers below by less than 0.002 eV. With a rough site area of 0.10 nm² and \(\Lambda=0.0195\) nm, \(a/\Lambda^2=263.8\).

If the adsorbate is frozen in its ground level, \(q_{\rm ads}=1\) and

\[
\nu=9.856\times10^{12}\times263.8\times137.7\ \mathrm{s^{-1}}
=3.6\times10^{17}\ \mathrm{s^{-1}} .
\]

This is the largest value the expression allows for these inputs, because \(q_{\rm ads}\geq1\). A real adsorbate rocks and slides. Take, as a rough model, six harmonic surface vibrations of energy \(\varepsilon=25\) meV. Each contributes the geometric sum \(\sum_j e^{-j\varepsilon/k_BT}=1/(1-e^{-\varepsilon/k_BT})\), and their product is \(q_{\rm ads}=107.7\). The prefactor falls to \(3.3\times10^{15}\ \mathrm{s^{-1}}\). Explicit sums over the translational, rotational and vibrational levels, with the incoming speed integrated numerically, agree with this to within one percent.

The required barrier shifts by \(k_BT\ln(\nu/10^{13}\ \mathrm{s^{-1}})\). It becomes 1.74 eV for the soft adsorbate and 1.93 eV for the frozen one. The first figure depends on the guessed mode energy: it is 1.64 eV for \(\varepsilon=15\) meV and 1.81 eV for 40 meV, and six modes of about 8 meV would return the prefactor to \(10^{13}\ \mathrm{s^{-1}}\). Conversely, a soft adsorbate with a barrier of 1.5 eV would have \(k\approx0.35\ \mathrm{s^{-1}}\) and lose about 97 percent in 10 s.

These barriers are depths of the ground level, not slopes of an Arrhenius plot. For the frozen adsorbate \(\nu\propto T^{7/2}\), so the slope exceeds the depth by \(\tfrac72k_BT=0.14\) eV. For the soft one the thermal energy of the six vibrations must be subtracted, which leaves the slope 0.03 eV below the depth. A measured slope must be corrected accordingly before it is compared with these thresholds.

The given prefactor is nearly \(k_BT/h\). At unit sticking this requires \(q_{\rm ads}\approx(a/\Lambda^2)q_{\rm rot}\): the adsorbate must keep about as much freedom to slide and turn as the gas molecule has. A sticking probability below one would also lower \(\nu\), in proportion. The figure of 1.5 eV therefore belongs to its prefactor and should not be carried over to a tightly held molecule.

### 4. The remaining assumptions

The following estimates return to \(\nu=10^{13}\ \mathrm{s^{-1}}\) and change one assumption at a time. The spread, repulsion and pressure are round test values.

**Unequal sites.** Let the barriers have a Gaussian distribution with mean \(\bar E\) and standard deviation \(\sigma\), and write \(E=\bar E+u\). Completing the square in \(-u^2/2\sigma^2-u/k_BT\) gives

\[
\langle k\rangle=\nu e^{-\bar E/k_BT}\,e^{\sigma^2/2(k_BT)^2}.
\]

If \(kt\ll1\) even at the weakly bound sites that dominate this average, \(\langle k\rangle\) must equal the former \(k_{\max}\), so \(\bar E\approx E_{\min}+\sigma^2/(2k_BT)\). With \(\sigma=0.05\) eV the increase is 0.031 eV. Averaging the full loss, \(1-\langle e^{-kt}\rangle\), gives a required mean of 1.531 eV, an increase of 0.030 eV. For wider spreads the rule overshoots: at \(\sigma=0.15\) eV it gives 0.28 eV, against 0.21 eV from the full average. The small-loss rule errs on the safe side: \(e^{-kt}\) is convex in \(k\), so \(\langle e^{-kt}\rangle\geq e^{-\langle k\rangle t}\), and the true loss cannot exceed the rule's estimate.

**Repulsion between neighbours.** Suppose that the layer starts full and that the barrier rises as it empties, \(E=E_{\rm full}+wx\). Then \(dx/dt=k_{\rm full}e^{-wx/k_BT}(1-x)\), where \(k_{\rm full}\) is the rate constant at \(x=0\). Separation of variables gives

\[
k_{\rm full}t=\int_0^f\frac{e^{wx/k_BT}}{1-x}\,dx
\approx f+\frac{f^2}{2}+\frac{wf^2}{2k_BT}.
\]

The last term raises the allowed rate constant by a relative amount of about \(wf/(2k_BT)\), which lowers the required \(E_{\rm full}\) by \(wf/2\). For \(w=0.1\) eV this is 0.0005 eV. However, the barrier of an isolated molecule is \(E_{\rm full}+w\), so it must be about 1.60 eV. A barrier measured or calculated at low coverage cannot be used for a full layer without this correction.

**Desorption in pairs.** If two fragments must meet before leaving, take \(d\theta/dt=-k\theta^2\), with \(k\) defined at the initial coverage. Integration gives \(1/\theta-1=kt\), so the limit is \(kt=f/(1-f)=0.0101\) instead of 0.01005. With the same prefactor the barrier changes by about 0.0002 eV. At one-percent loss the order of the reaction hardly matters; the barrier and prefactor of the pair process do.

**Return from the gas.** Let residual NH3 at constant pressure \(P\) strike each site at the rate \(F=n\bar va=Pa/\sqrt{2\pi mk_BT}\), using \(n=P/k_BT\), and stick whenever the site is empty. For a layer that starts full,

\[
\frac{dx}{dt}=k(1-x)-Fx=k-(k+F)x,
\qquad
x=\frac{k}{k+F}\left[1-e^{-(k+F)t}\right].
\]

The solution starts at zero and relaxes at the rate \(k+F\) to the steady value \(k/(k+F)\). At \(10^{-6}\) Torr, \(F=0.39\ \mathrm{s^{-1}}\), far above \(k_{\max}\). A layer with the barrier \(E_{\min}\) then loses 0.25 percent instead of 1 percent, and the required barrier drops to 1.44 eV. Because the term \(-Fx\) can only reduce the loss, a purge without return is the worst case among these two.

### 5. Reading the result for a real process

The constant residual pressure used above is only a test case. The residual NH3 pressure in a real purge changes with time and with position, especially inside narrow trenches. For the test values chosen above, the largest shift comes from the prefactor: for molecular NH3 at unit sticking, the two adsorbate models move the threshold up by 0.24 and 0.43 eV. This ranking is not general. A constant residual pressure of \(10^{-4}\) Torr would lower the threshold by 0.24 eV, and each further decade by about 0.094 eV, while a repulsion \(w=0.3\) eV would raise the barrier required of an isolated molecule by 0.3 eV. These thresholds are what the purge demands, not what NH3 is shown to have. For scale, a rough MP2 estimate of the dative bond in the molecule H3Al–NH3 is about 1.3 eV before zero-point correction; molecular NH3 held that strongly would leave during a purge without return. In addition, NH3 may react with the surface and remain as bound fragments. Their loss is then governed by recombination or by another reaction, whose barrier and prefactor must be found separately.

As a rule of design, 1.5 eV is a sound first threshold for 473 K, 10 s and one-percent loss if simple desorption is the only loss, the prefactor is close to \(10^{13}\ \mathrm{s^{-1}}\), the barrier refers to the coverage actually present, and its spread is small compared with \(k_BT\). If one of the last three conditions fails, the threshold must be corrected as shown above, with values for the actual layer; when several effects act together, their shifts need not add exactly. If the layer also reacts or decomposes, that loss must be treated separately. The numerical output below lists the main values used.

## Table of computed values

```
temperature                     473 K
prefactor                       1.0e+13 1/s
purge time                      10 s
allowed loss                    1.0 %
kT                              0.04076 eV
largest allowed rate constant   1.0050e-03 1/s
logarithm ln(nu/k_max)          36.836
required barrier, formula       1.5014 eV
required barrier, attempt count 1.5014 eV
required barrier, rate equation 1.5014 eV
barrier (eV), rate constant (1/s), loss (%)
  1.0   2.213e+02   100.000
  1.2   1.637e+00   100.000
  1.3   1.408e-01   75.537
  1.4   1.211e-02   11.405
  1.5   1.041e-03   1.036
  1.6   8.956e-05   0.090
shift for 10 x prefactor        0.0939 eV
shift for 10 x purge time       0.0939 eV
shift for loss limit / 10       0.0940 eV
required barrier at 483 K       1.5332 eV
loss at 483 K, old barrier      2.13 %
NH3 prefactor estimate
bond length, angle              0.101 nm, 107 deg
site area                       0.10 nm^2
kT/h                            9.856e+12 1/s
thermal wavelength              0.0195 nm
site area / wavelength^2        263.8
rotational partition function   137.7
soft mode energy (six modes)    25 meV
adsorbate partition function    107.7
prefactor, frozen adsorbate     3.58e+17 1/s
prefactor, soft adsorbate       3.33e+15 1/s
soft prefactor from level sums  3.35e+15 1/s
required barrier, frozen        1.929 eV
required barrier, soft          1.738 eV
other neglected effects, prefactor as given
barrier spread sigma            0.05 eV
required mean barrier           1.5314 eV
shift rule sigma^2/(2kT)        0.0307 eV
repulsion w                     0.10 eV
required full-layer barrier     1.5009 eV
required isolated barrier       1.6009 eV
required barrier, second order  1.5012 eV
residual NH3 pressure           1e-06 Torr
arrival rate per site           0.392 1/s
loss with return, E = E_min     0.251 %
required barrier with return    1.4448 eV
```
